# Crossover Between Direct and Raman Relaxation of a Donor Spin: verification in Python

```python
"""
Result under test: if direct = A*B**4*T and Raman = C*T**9 are the only
spin-relaxation rates, they are equal at T_cross = (A/C)**(1/8)*sqrt(B).
B: magnetic field (T); T: temperature (K); rates: 1/s.
A: direct coefficient; C: low-temperature Raman coefficient.
The program finds crossings numerically, checks the phonon origin of both laws,
and estimates effects left out for a shallow donor in silicon.
All material inputs are rough, round model values.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import zeta, factorial

k_eV = physical_constants["Boltzmann constant in eV/K"][0]
mu_eV = physical_constants["Bohr magneton in eV/T"][0]
hbar_eV = physical_constants["reduced Planck constant in eV s"][0]

A = 1.0e-2              # 1/(s T^4 K)
C = 1.0e-6              # 1/(s K^9)
fields = (0.16, 0.36)   # T
g_factor = 2.0
donor_radius_nm = 2.0
sound_speed = 6.0e3     # m/s
orbach_gap = 0.011      # eV
orbach_prefactor = 1.0e8  # 1/s


def direct(B, T):
    return A * B**4 * T


def raman(B, T):
    return C * T**9


def crossing(first, second, B):
    def log_ratio(log_T):
        T = np.exp(log_T)
        return np.log(second(B, T) / first(B, T))
    return np.exp(brentq(log_ratio, np.log(0.2), np.log(8.0), xtol=1e-12))


def log_slope(function, x, step=1e-3):
    high = function(x * np.exp(step))
    low = function(x * np.exp(-step))
    return np.log(high / low) / (2 * step)


# Crossings found from equality of rates, compared with the closed result.
roots = [crossing(direct, raman, B) for B in fields]
for B, T in zip(fields, roots):
    assert np.isclose(T, (A / C)**0.125 * np.sqrt(B), rtol=1e-9)
    grid = np.geomspace(0.01, 100.0, 2000)
    raman_wins = raman(B, grid) > direct(B, grid)
    assert np.count_nonzero(raman_wins[1:] != raman_wins[:-1]) == 1
    assert not raman_wins[0] and raman_wins[-1]
temperature_ratio = roots[1] / roots[0]
field_exponent = np.log(temperature_ratio) / np.log(fields[1] / fields[0])
assert np.isclose(field_exponent, 0.5, atol=1e-9)

totals = [direct(B, T) + raman(B, T) for B, T in zip(fields, roots)]
total_exponent = np.log(totals[1] / totals[0]) / np.log(fields[1] / fields[0])
total_slope = log_slope(
    lambda T: direct(fields[1], T) + raman(fields[1], T), roots[1])
assert np.isclose(total_exponent, 4.5, atol=1e-8)
assert np.isclose(total_slope, 5.0, atol=1e-4)

weak_raman_root = crossing(direct, lambda B, T: raman(B, T) / 10, fields[0])
coefficient_shift = weak_raman_root / roots[0]
assert np.isclose(coefficient_shift, 10**0.125, rtol=1e-9)


# A field-dependent Raman law must give a different crossover exponent.
def raman_B2T7(B, T):
    return C * (roots[0] / fields[0])**2 * B**2 * T**7


control_roots = [crossing(direct, raman_B2T7, B) for B in fields]
control_exponent = (np.log(control_roots[1] / control_roots[0])
                    / np.log(fields[1] / fields[0]))
assert np.isclose(control_exponent, 1 / 3, atol=1e-8)


# Direct process from phonon emission plus absorption.
def direct_bose(B, T):
    zeeman = g_factor * mu_eV * B
    occupation = 1 / np.expm1(zeeman / (k_eV * T))
    B5_coefficient = A * g_factor * mu_eV / (2 * k_eV)
    return B5_coefficient * B**5 * (2 * occupation + 1)


bose_corrections = []
half_ratios = []
for B, T in zip(fields, roots):
    x = g_factor * mu_eV * B / (2 * k_eV * T)
    correction = direct_bose(B, T) / direct(B, T) - 1
    assert np.isclose(correction, x**2 / 3, rtol=0.01)
    half_ratios.append(x)
    bose_corrections.append(correction)


def phonon_weight(x, power):
    return x**power * np.exp(-x) / np.expm1(-x)**2


# Raman integral with a fixed, remote cutoff; energies are expressed in kelvin.
cutoff_K = 600.0
for T in (1.0, 3.0):
    integral = quad(lambda E: phonon_weight(E / T, 8) * T**8,
                    0, cutoff_K, points=[5, 20, 60, 150], limit=300)[0]
    assert np.isclose(integral, factorial(8) * zeta(8) * T**9, rtol=1e-7)

I8 = quad(lambda x: phonon_weight(x, 8), 0, 90, limit=200)[0]
I6 = quad(lambda x: phonon_weight(x, 6), 0, 90, limit=200)[0]


def form_factor(qa):
    return (1 + (qa / 2)**2)**-2


# Form factor compared with the transform of a normalized 1s density.
for qa in (0.5, 1.5):
    transform = quad(lambda r: 4 * r**2 * np.exp(-2 * r)
                     * np.sin(qa * r) / (qa * r), 0, 40, limit=200)[0]
    assert np.isclose(transform, form_factor(qa), rtol=1e-7)

size_temperature = hbar_eV * sound_speed / (k_eV * donor_radius_nm * 1e-9)


def size_reduction(T):
    integral = quad(lambda x: phonon_weight(x, 8)
                    * form_factor(x * T / size_temperature)**4,
                    0, 90, limit=200)[0]
    return integral / I8


assert np.isclose(size_reduction(0.02), 1, atol=1e-3)


def raman_size(B, T):
    return raman(B, T) * size_reduction(T)


# Local field exponent tested with a Raman rate that is not a pure power.
size_roots = [crossing(direct, raman_size, B) for B in fields]
local_n = log_slope(lambda T: raman_size(fields[1], T), size_roots[1])
local_exponent = log_slope(
    lambda B: crossing(direct, raman_size, B), fields[1])
assert np.isclose(local_exponent, 4 / (local_n - 1), rtol=1e-4)
assert local_exponent > 0.51


def B2T7_share(B, T):
    return (g_factor * mu_eV * B / (k_eV * T))**2 * I6 / I8


def orbach(B, T):
    return orbach_prefactor * np.exp(-orbach_gap / (k_eV * T))


def other_channels(B, T):
    return (raman_size(B, T) + raman(B, T) * B2T7_share(B, T)
            + orbach(B, T))


full_roots = [crossing(direct_bose, other_channels, B) for B in fields]
full_exponent = (np.log(full_roots[1] / full_roots[0])
                 / np.log(fields[1] / fields[0]))

print(f"Direct coefficient A = {A:.3g} s^-1 T^-4 K^-1")
print(f"Raman coefficient C = {C:.3g} s^-1 K^-9")
print(f"Crossover prefactor = {roots[0] / np.sqrt(fields[0]):.4f} K T^-1/2")
print(f"g factor = {g_factor:.1f} (dimensionless)")
print(f"Donor radius = {donor_radius_nm:.1f} nm")
print(f"Sound speed = {sound_speed:.0f} m/s")
print(f"Donor-size phonon temperature = {size_temperature:.2f} K")
print(f"Orbach gap = {orbach_gap:.3f} eV")
print(f"Orbach prefactor = {orbach_prefactor:.2e} s^-1")
for i, (B, T) in enumerate(zip(fields, roots)):
    print(f"Field {i + 1} = {B:.2f} T")
    print(f"  crossover temperature = {T:.4f} K")
    print(f"  crossover thermal energy = {k_eV * T:.4e} eV")
    print(f"  direct rate there = {direct(B, T):.4e} s^-1")
    print(f"  Raman rate there = {raman(B, T):.4e} s^-1")
    print(f"  total rate there = {totals[i]:.4e} s^-1")
    print(f"  relaxation time there = {1 / totals[i]:.4e} s")
    print(f"  Zeeman splitting/(2kT) = {half_ratios[i]:.4f} (dimensionless)")
    print(f"  Bose increase of direct rate = {100*bose_corrections[i]:.3f} %")
    print(f"  finite-size Raman factor = {size_reduction(T):.4f} (dimensionless)")
    print(f"  B^2 T^7 / T^9 estimate = {100*B2T7_share(B, T):.4f} %")
    print(f"  Orbach/Raman rate ratio = {orbach(B, T)/raman(B, T):.2e} (dimensionless)")
    print(f"  crossover, finite size only = {size_roots[i]:.4f} K")
    print(f"  crossover, all four effects = {full_roots[i]:.4f} K")
    print(f"  shift with all four effects = {100*(full_roots[i]/T-1):.2f} %")
print(f"Field ratio = {fields[1]/fields[0]:.4f} (dimensionless)")
print(f"Crossover-temperature ratio = {temperature_ratio:.4f} (dimensionless)")
print(f"Crossover field exponent = {field_exponent:.4f} (dimensionless)")
print(f"Total-rate field exponent = {total_exponent:.4f} (dimensionless)")
print(f"Total-rate temperature slope = {total_slope:.4f} (dimensionless)")
print(f"T_cross factor for C/10 = {coefficient_shift:.4f} (dimensionless)")
print(f"Exponent for B^2 T^7 Raman = {control_exponent:.4f} (dimensionless)")
print(f"Finite-size local Raman power, field 2 = {local_n:.4f} (dimensionless)")
print(f"Finite-size local field exponent = {local_exponent:.4f} (dimensionless)")
print(f"Field exponent, all four effects = {full_exponent:.4f} (dimensionless)")
print("verified")
```

Printed output:

```
Direct coefficient A = 0.01 s^-1 T^-4 K^-1
Raman coefficient C = 1e-06 s^-1 K^-9
Crossover prefactor = 3.1623 K T^-1/2
g factor = 2.0 (dimensionless)
Donor radius = 2.0 nm
Sound speed = 6000 m/s
Donor-size phonon temperature = 22.91 K
Orbach gap = 0.011 eV
Orbach prefactor = 1.00e+08 s^-1
Field 1 = 0.16 T
  crossover temperature = 1.2649 K
  crossover thermal energy = 1.0900e-04 eV
  direct rate there = 8.2897e-06 s^-1
  Raman rate there = 8.2897e-06 s^-1
  total rate there = 1.6579e-05 s^-1
  relaxation time there = 6.0316e+04 s
  Zeeman splitting/(2kT) = 0.0850 (dimensionless)
  Bose increase of direct rate = 0.241 %
  finite-size Raman factor = 0.6236 (dimensionless)
  B^2 T^7 / T^9 estimate = 0.0522 %
  Orbach/Raman rate ratio = 1.80e-31 (dimensionless)
  crossover, finite size only = 1.3516 K
  crossover, all four effects = 1.3518 K
  shift with all four effects = 6.87 %
Field 2 = 0.36 T
  crossover temperature = 1.8974 K
  crossover thermal energy = 1.6350e-04 eV
  direct rate there = 3.1868e-04 s^-1
  Raman rate there = 3.1868e-04 s^-1
  total rate there = 6.3737e-04 s^-1
  relaxation time there = 1.5689e+03 s
  Zeeman splitting/(2kT) = 0.1274 (dimensionless)
  Bose increase of direct rate = 0.541 %
  finite-size Raman factor = 0.3939 (dimensionless)
  B^2 T^7 / T^9 estimate = 0.1176 %
  Orbach/Raman rate ratio = 1.90e-18 (dimensionless)
  crossover, finite size only = 2.1959 K
  crossover, all four effects = 2.1963 K
  shift with all four effects = 15.76 %
Field ratio = 2.2500 (dimensionless)
Crossover-temperature ratio = 1.5000 (dimensionless)
Crossover field exponent = 0.5000 (dimensionless)
Total-rate field exponent = 4.5000 (dimensionless)
Total-rate temperature slope = 5.0000 (dimensionless)
T_cross factor for C/10 = 1.3335 (dimensionless)
Exponent for B^2 T^7 Raman = 0.3333 (dimensionless)
Finite-size local Raman power, field 2 = 7.2252 (dimensionless)
Finite-size local field exponent = 0.6426 (dimensionless)
Field exponent, all four effects = 0.5985 (dimensionless)
verified
```
